# Debugging a numerical check: Avrami Exponent of a Thin Film with Continuous Random Nucleation

```python
"""Crystallization of an amorphous film with continuous random nucleation.

Result under test: the Avrami exponent n = d ln(-ln(1-X)) / d ln t, taken over
the main part of the transformation, goes from 4 (thick film) to 3 (film much
thinner than the grain width).  The untransformed fraction is
    1 - X = average over depth z of exp(-E(z, t)),
where E is the expected number of nucleation events able to reach depth z.
Symbols: d thickness, I nucleation rate per volume and time, v growth speed,
R = v t growth radius, X crystallized fraction, Y = -ln(1-X).
Reduced units have I = v = 1, so the unit of length is (v/I)**(1/4).
"""
from collections import namedtuple
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

# surface_rate: nucleation per area and time at z = 0
# initial_density: nuclei per volume already present at t = 0
Film = namedtuple("Film", "d I v surface_rate initial_density",
                  defaults=(0.0, 0.0))


def ball_part(a, r):
    """Volume of a half ball of radius r cut off at distance a."""
    m = np.minimum(a, r)
    return np.pi * (r**2 * m - m**3 / 3)


def swept_part(a, R):
    """Integral of ball_part(a, r) over r from 0 to R."""
    m = np.minimum(a, R)
    return np.pi * (m * R**3 / 3 - m**3 * R / 3 + m**4 / 6)


def expected_events(z, R, film):
    m = np.minimum(z, R)
    bulk = swept_part(z, R) + swept_part(film.d - z, R)
    surface = np.pi * (R**3 / 3 - m**2 * R + 2 * m**3 / 3)
    initial = ball_part(z, R) + ball_part(film.d - z, R)
    return (film.I * bulk / film.v + film.surface_rate * surface / film.v
            + film.initial_density * initial)


def depth_rule(film, R, nodes):
    """Gauss points and normalized weights, split where E changes its form."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    edges = np.unique(np.clip([0, R, film.d - R, film.d], 0, film.d))
    lo, hi = edges[:-1, None], edges[1:, None]
    z = (lo + hi) / 2 + (hi - lo) / 2 * x
    weights = (hi - lo) / 2 * w / film.d
    return z.ravel(), weights.ravel()


def Y_of_time(t, film, nodes=40):
    R = film.v * t
    z, w = depth_rule(film, R, nodes)
    E = expected_events(z, R, film)
    X = np.sum(-w * np.expm1(-E))
    if X < 0.5:
        return -np.log1p(-X)
    return E.min() - np.log(np.sum(w * np.exp(E.min() - E)))


def local_exponent(t, film, nodes=40, h=1e-3):
    up = Y_of_time(t * np.exp(h), film, nodes)
    down = Y_of_time(t * np.exp(-h), film, nodes)
    return np.log(up / down) / (2 * h)


def time_at_Y(Y, film):
    scale = (film.I * film.v**3) ** -0.25
    root = brentq(lambda s: np.log(Y_of_time(scale * np.exp(s), film) / Y),
                  np.log(1e-3), np.log(1e3), xtol=1e-13)
    return scale * np.exp(root)


def half_time(film):
    return time_at_Y(np.log(2), film)


def fit_times(film):
    """Nine times from 10 % to 90 % crystallized."""
    return np.geomspace(time_at_Y(-np.log(0.9), film),
                        time_at_Y(-np.log(0.1), film), 9)


def line_slope(times, Y):
    return np.polyfit(np.log(times), np.log(Y), 1)[0]


def fitted_exponent(film, delay=0.0):
    t = fit_times(film)
    return line_slope(t + delay, np.array([Y_of_time(s, film) for s in t]))


def grain_density(film):
    """Final number of grains per volume (bulk nucleation only)."""
    end = time_at_Y(35.0, film)
    return film.I * quad(lambda t: np.exp(-Y_of_time(t, film)), 0, end,
                         epsabs=0, epsrel=1e-8, limit=200)[0]


def grain_width(film):
    """Lateral width of film-spanning grains, else cube root of the volume."""
    volume = 1 / grain_density(film)
    return max(np.sqrt(volume / film.d), volume ** (1 / 3))


# ---- expected number of events against a direct sum over place and age ----
def direct_events(z, R, d, stretch=1.0, cells=1500):
    """I = v = 1; growth normal to the film slower by the factor stretch."""
    birth = (np.arange(cells) + 0.5) * d / cells
    age = (np.arange(cells) + 0.5)[:, None] * R / cells
    disc = np.pi * np.maximum(age**2 - (stretch * (birth - z))**2, 0)
    return disc.sum() * d * R / cells**2


for z, R, d in [(0.2, 0.5, 1.0), (0.3, 0.9, 1.0), (0.4, 2.5, 1.0),
                (1.5, 0.7, 3.0)]:
    closed = expected_events(z, R, Film(d, 1.0, 1.0))
    assert abs(direct_events(z, R, d) / closed - 1) < 1e-4  # grid error
    mapped = expected_events(3 * z, R, Film(3 * d, 1 / 3, 1.0))
    assert abs(direct_events(z, R, d, 3.0) / mapped - 1) < 1e-4
    only_surface = expected_events(z, R, Film(d, 0.0, 1.0, 1.0))
    ages = (np.arange(20000) + 0.5) * R / 20000
    summed = np.pi * np.maximum(ages**2 - z**2, 0).sum() * R / 20000
    assert abs(summed / only_surface - 1) < 1e-5

# ---- depth average of E ----
for R in (0.3, 0.8, 1.0, 1.7, 4.0):
    unit = Film(1.0, 1.0, 1.0)
    numeric = quad(lambda z: expected_events(z, R, unit), 0, 1,
                   points=[min(R, 0.999), max(1 - R, 0.001)])[0]
    if R < 1:
        formula = np.pi * (R**4 / 3 - R**5 / 10)
    else:
        formula = np.pi * (R**3 / 3 - R / 6 + 1 / 15)
    assert abs(numeric / formula - 1) < 1e-7

# ---- early times: exponent 4 even in a thin film ----
thin = Film(0.25, 1.0, 1.0)
early_R = 0.01 * thin.d
early_drop = 4 - local_exponent(early_R, thin)
assert abs(early_drop / (0.3 * early_R / thin.d) - 1) < 0.01

# ---- thin limit at half transformation ----
for d in (0.2, 0.1):
    film = Film(d, 1.0, 1.0)
    R_half = half_time(film)
    x = d / R_half
    rest = local_exponent(R_half, film) - (3 + x**2 - 0.6 * x**3)
    assert abs(rest) < x**4
very_thin = Film(0.01, 1.0, 1.0)
width_coefficient = gamma(4 / 3) ** -0.5 * (np.pi / 3) ** (1 / 6)
radius_coefficient = (3 * np.log(2) / np.pi) ** (1 / 3)
C_width = (width_coefficient / radius_coefficient) ** 2
w_thin = grain_width(very_thin)
assert abs(w_thin * very_thin.d ** (1 / 3) / width_coefficient - 1) < 1e-3
excess = local_exponent(half_time(very_thin), very_thin) - 3
assert abs(excess / (C_width * (very_thin.d / w_thin)**2) - 1) < 0.01


# ---- thick limit at half transformation ----
def deficit(u):
    return 0.5 - u + u**3 - u**4 / 2


E0 = np.log(2)
J = quad(lambda u: np.expm1(E0 * deficit(u)), 0, 1)[0]
J_prime = quad(lambda u: deficit(u) * np.exp(E0 * deficit(u)), 0, 1)[0]
C_thick = 2 * (4 * J_prime - 3 * J / E0)
very_thick = Film(200.0, 1.0, 1.0)
R_half = half_time(very_thick)
measured = (4 - local_exponent(R_half, very_thick)) * very_thick.d / R_half
assert abs(measured / C_thick - 1) < 0.03  # next order is about R/d


# ---- Monte Carlo growth of accepted nuclei, periodic in the film plane ----
def simulate(rng, d, box, end, points):
    count = rng.poisson(d * box**2 * end)
    birth = np.sort(rng.uniform(0, end, count))
    place = rng.uniform(0, 1, (count, 3)) * [box, box, d]
    kept_t, kept_p, kept = np.empty(count), np.empty((count, 3)), 0
    for t, p in zip(birth, place):
        gap = kept_p[:kept] - p
        gap[:, :2] -= box * np.rint(gap[:, :2] / box)
        if np.any((gap**2).sum(axis=1) < (t - kept_t[:kept])**2):
            continue  # the site is already crystalline
        kept_t[kept], kept_p[kept] = t, p
        kept += 1
    probe = rng.uniform(0, 1, (points, 3)) * [box, box, d]
    square = (probe[:, None, 2] - kept_p[None, :kept, 2])**2
    for axis in (0, 1):
        gap = np.abs(probe[:, None, axis] - kept_p[None, :kept, axis])
        square += np.minimum(gap, box - gap)**2
    arrival = (np.sqrt(square) + kept_t[:kept]).min(axis=1)
    return arrival, kept / (d * box**2)


rng = np.random.default_rng(12345)
runs = 100
simulation = []
for d, box in ((0.25, 20.0), (4.0, 8.0)):
    film = Film(d, 1.0, 1.0)
    times, end = fit_times(film), time_at_Y(10.0, film)
    assert box > 2 * end
    curves, densities = [], []
    for _ in range(runs):
        arrival, density = simulate(rng, d, box, end, 1500)
        curves.append([(arrival < t).mean() for t in times])
        densities.append(density)
    curves, densities = np.array(curves), np.array(densities)
    mean_X = curves.mean(axis=0)
    error_X = curves.std(axis=0, ddof=1) / np.sqrt(runs)
    theory_Y = np.array([Y_of_time(t, film) for t in times])
    theory_X = -np.expm1(-theory_Y)
    assert error_X.max() < 0.015
    assert np.all(np.abs(mean_X - theory_X) < 4 * error_X)
    density_error = densities.std(ddof=1) / np.sqrt(runs)
    assert abs(densities.mean() - grain_density(film)) < 4 * density_error
    slope = line_slope(times, -np.log1p(-mean_X))
    left_out = (curves.sum(axis=0) - curves) / (runs - 1)
    slopes = np.array([line_slope(times, -np.log1p(-c)) for c in left_out])
    slope_error = np.sqrt((runs - 1) * slopes.var())
    theory_slope = line_slope(times, theory_Y)
    assert slope_error < 0.1 and abs(slope - theory_slope) < 4 * slope_error
    simulation.append((d, slope, slope_error, theory_slope,
                       np.abs(mean_X - theory_X).max(),
                       densities.mean(), density_error, grain_density(film)))
assert simulation[1][1] - simulation[0][1] > 0.5

# ---- worked example: silicon film near 600 C, rough round parameters ----
rate_cm3 = 5e8
I = rate_cm3 * 1e-21          # per nm^3 and s
v = 0.05                      # nm/s
film = Film(100.0, I, v)      # thickness in nm
hour = 3600.0
t_half = half_time(film)
n_half = local_exponent(t_half, film)
width = grain_width(film)
print(f"Nucleation rate I = {rate_cm3:.1e} cm^-3 s^-1")
print(f"Growth speed v = {v:.3f} nm/s; film thickness d = {film.d:.0f} nm")
print(f"Length (v/I)^(1/4) = {(v / I)**0.25:.1f} nm")
print(f"Control number I d^4/v = {I * film.d**4 / v:.3e}")
print(f"Half time = {t_half:.0f} s = {t_half / hour:.3f} h")
print(f"Growth radius at half time = {v * t_half:.1f} nm")
print(f"Mean grain width w = {width:.1f} nm; w/d = {width / film.d:.2f}")
print(f"Local exponent at half time = {n_half:.4f}")
print(f"Thin-film law 3 + C (d/w)^2 = {3 + C_width*(film.d/width)**2:.4f}")
print(f"Exponent fitted from 10 to 90 % = {fitted_exponent(film):.4f}")
shift = abs(local_exponent(t_half, film, nodes=20) - n_half)
assert shift < 1e-8
print(f"Shift of exponent, 20 to 40 depth nodes = {shift:.1e}")
print(f"Coefficient C (thin law) = {C_width:.4f}")
print(f"Coefficient of R/d (thick law, half time) = {C_thick:.4f}")
print(f"Width coefficient w (I d/v)^(1/3) = {width_coefficient:.4f}")
print(f"Radius coefficient R_half (I d/v)^(1/3) = {radius_coefficient:.4f}")

print("100 nm film through the anneal: R/d, time (h), X, local exponent")
for ratio in (0.1, 0.5, 1.0, 2.0, 5.0, 10.0):
    t = ratio * film.d / v
    X = -np.expm1(-Y_of_time(t, film))
    print(f"  {ratio:5.1f} {t / hour:8.4f} {X:10.3e}"
          f" {local_exponent(t, film):7.4f}")

print("Thickness (nm), half time (h), grain width (nm), n half, n 10-90 %")
series = []
for d in (30.0, 100.0, 300.0, 1000.0, 3000.0, 10000.0):
    other = Film(d, I, v)
    t = half_time(other)
    series.append(local_exponent(t, other))
    print(f"  {d:7.0f} {t / hour:7.3f} {grain_width(other):8.1f}"
          f" {series[-1]:7.4f} {fitted_exponent(other):7.4f}")
assert np.all(np.diff(series) > 0) and series[0] < 3.01 and series[-1] > 3.9

print("Simulation (reduced units, I = v = 1):")
for d, s, ds, ts, gap, rho, drho, trho in simulation:
    print(f"  d = {d:.2f}: exponent {s:.3f} +- {ds:.3f}, theory {ts:.3f}")
    print(f"    largest gap in X = {gap:.4f}")
    print(f"    grains per volume {rho:.4f} +- {drho:.4f}, theory {trho:.4f}")

# ---- effects left out of the model, sized for the 100 nm film ----
print("Neglected effects in the 100 nm film (rough sizes):")
delay = 1.0 * hour
print(f"  {delay / hour:.1f} h incubation left in the clock:"
      f" fitted exponent {fitted_exponent(film, delay):.3f}")
surface = film._replace(surface_rate=I * film.d)
print(f"  interface nucleation equal to bulk: exponent"
      f" {fitted_exponent(surface):.3f}, half time"
      f" {half_time(surface) / hour:.3f} h")
seeded = film._replace(initial_density=0.1 * grain_density(film))
print(f"  initial nuclei, 10 % of the grain count above: exponent"
      f" {fitted_exponent(seeded):.3f}, half time"
      f" {half_time(seeded) / hour:.3f} h")
slow = 3.0
flat = Film(slow * film.d, I / slow, v)
print(f"  growth {slow:.0f} times slower along the normal: exponent"
      f" {fitted_exponent(flat):.3f}, half time {half_time(flat)/hour:.3f} h")
T, error_T, barrier_I, barrier_v = 873.0, 5.0, 5.0, 3.0   # K, K, eV, eV
beta_change = e_charge / k_boltzmann * (1 / (T - error_T) - 1 / T)
cold = Film(film.d, I * np.exp(-barrier_I * beta_change),
            v * np.exp(-barrier_v * beta_change))
print(f"  furnace {error_T:.0f} K below {T:.0f} K (barriers {barrier_I:.0f}"
      f" eV nucleation, {barrier_v:.0f} eV growth):")
print(f"    half time {half_time(cold) / hour:.3f} h, exponent"
      f" {fitted_exponent(cold):.3f}")
print("PASS")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 129, in <module>
    assert abs(summed / only_surface - 1) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was in the program, in the test of nucleation at the film surface. In one of its four cases the depth (1.5) exceeds the growth radius (0.7), so no surface nucleus can reach that depth and the correct number of events is zero; dividing the direct sum by a formula value that is zero up to rounding made the check fail. The test now compares the difference of the two values, with the same relative tolerance of 1e-5 plus a rounding allowance of 1e-12 R³ that matters only when the value is zero. All four cases are kept, and no formula, parameter or other test is changed.

The change:

```diff
@@ -127,5 +127,6 @@
     ages = (np.arange(20000) + 0.5) * R / 20000
     summed = np.pi * np.maximum(ages**2 - z**2, 0).sum() * R / 20000
-    assert abs(summed / only_surface - 1) < 1e-5
+    # both are zero when z > R, up to rounding of terms of size R**3
+    assert abs(summed - only_surface) < 1e-5 * summed + 1e-12 * R**3
 
 # ---- depth average of E ----
```

After the repair:

```
Nucleation rate I = 5.0e+08 cm^-3 s^-1
Growth speed v = 0.050 nm/s; film thickness d = 100 nm
Length (v/I)^(1/4) = 562.3 nm
Control number I d^4/v = 1.000e-03
Half time = 17466 s = 4.852 h
Growth radius at half time = 873.3 nm
Mean grain width w = 1065.1 nm; w/d = 10.65
Local exponent at half time = 3.0123
Thin-film law 3 + C (d/w)^2 = 3.0132
Exponent fitted from 10 to 90 % = 3.0171
Shift of exponent, 20 to 40 depth nodes = 1.1e-13
Coefficient C (thin law) = 1.4973
Coefficient of R/d (thick law, half time) = 0.4845
Width coefficient w (I d/v)^(1/3) = 1.0664
Radius coefficient R_half (I d/v)^(1/3) = 0.8715
100 nm film through the anneal: R/d, time (h), X, local exponent
    0.1   0.0556  1.016e-07  3.9691
    0.5   0.2778  5.563e-05  3.8235
    1.0   0.5556  7.328e-04  3.5714
    2.0   1.1111  7.511e-03  3.1944
    5.0   2.7778  1.206e-01  3.0359
   10.0   5.5556  6.473e-01  3.0094
Thickness (nm), half time (h), grain width (nm), n half, n 10-90 %
       30   7.233   1592.9  3.0005  3.0007
      100   4.852   1065.1  3.0123  3.0171
      300   3.469    726.7  3.1814  3.2299
     1000   2.952    573.1  3.7610  3.7783
     3000   2.859    579.8  3.9181  3.9194
    10000   2.830    582.3  3.9754  3.9754
Simulation (reduced units, I = v = 1):
  d = 0.25: exponent 3.055 +- 0.014, theory 3.040
    largest gap in X = 0.0048
    grains per volume 1.4053 +- 0.0088, theory 1.4039
  d = 4.00: exponent 3.897 +- 0.016, theory 3.894
    largest gap in X = 0.0064
    grains per volume 0.9142 +- 0.0051, theory 0.9177
Neglected effects in the 100 nm film (rough sizes):
  1.0 h incubation left in the clock: fitted exponent 3.724
  interface nucleation equal to bulk: exponent 3.039, half time 3.862 h
  initial nuclei, 10 % of the grain count above: exponent 2.737, half time 4.408 h
  growth 3 times slower along the normal: exponent 3.127, half time 4.925 h
  furnace 5 K below 873 K (barriers 5 eV nucleation, 3 eV growth):
    half time 6.423 h, exponent 3.016
PASS
```
